# Missing-bond surface anisotropy of fcc and bcc (001) faces

## Question

A ferromagnetic crystal is uniformly magnetized along the unit vector \(\mathbf m\). In Néel's pair model each nearest-neighbor bond, counted once, has the energy

\[
w=l(r)\left(\cos^2\psi-\tfrac13\right),\qquad \cos\psi=\mathbf m\cdot\mathbf u ,
\]

where \(\mathbf u\) is the unit vector along the bond and \(r\) its length. Write \(l\) for \(l(r)\) at the unstrained length. The cubic lattice constant is \(a\), and \(x,y,z\) are the cube axes. Long-range dipole coupling is not included in \(l\).

A flat surface is made by cutting the crystal without moving any atom. For a (001) face, \(\theta\) is the angle between \(\mathbf m\) and the normal \(z\), and the surface anisotropy \(K_s\) is defined by \(E_s=K_s\sin^2\theta+\text{const}\). Positive \(K_s\) favors the normal.

**(a)** Show that the pair energy of a bulk cubic crystal does not depend on \(\mathbf m\). Hence express the surface energy per surface atom through the missing bonds.

**(b)** Find \(K_s\) for fcc (001), per atom and per area.

**(c)** Find \(K_s\) for bcc (001). Decide whether the answer depends on the quadratic form of \(w\).

**(d)** Repeat the count for bcc (110), and find what second neighbors with coefficient \(l_2\) add on both (001) faces.

**(e)** The spacing between the top two (001) layers becomes \((1+\varepsilon)a/2\), and \(l(r)\propto r^{-n}\). Find \(K_s\) for both lattices to first order in \(\varepsilon\).

**(f)** A further (001) layer is added to a flat crystal, its sites being filled at random with probability \(c\). Find \(K_s\) per site for both lattices.

**(g)** Take \(l=0.20\) meV for both lattices. Use \(a=0.355\) nm and \(M=1.4\) MA/m for fcc, and \(a=0.287\) nm and \(M=1.7\) MA/m for bcc. Compare the surface anisotropy of thin films having two equal surfaces with their magnetostatic energy, and judge how firm the conclusion is.

## Model answers

### (a) From surviving bonds to missing bonds

For a shell of \(z_n\) neighbors,

\[
\sum\cos^2\psi=\mathbf m^{\mathsf T}T\,\mathbf m,\qquad T_{ij}=\sum u_iu_j .
\]

The reflection \(x\to-x\) maps a cubic shell onto itself but reverses \(T_{xy}\) and \(T_{xz}\), so these vanish. Reflecting \(y\) removes \(T_{yz}\). Rotation about a cube diagonal permutes the axes, so the diagonal elements are equal. Their sum is \(\sum|\mathbf u|^2=z_n\), hence \(T=(z_n/3)I\) and

\[
\sum\left(\cos^2\psi-\tfrac13\right)=\frac{z_n}{3}-\frac{z_n}{3}=0 .
\]

In a cut crystal, give each atom half of each of its bonds, so that every bond is counted once. An atom's surviving bonds are its full shell minus its missing bonds, and the full shell contributes zero. Therefore

\[
E_s=-\frac l2\sum_{\text{missing}}\left(\cos^2\psi-\tfrac13\right).
\]

On both (001) faces the layers are \(a/2\) apart, and no nearest-neighbor bond rises by more than \(a/2\). The top layer alone loses such bonds, so this is the energy per surface atom.

### (b) The fcc (001) face

The missing bonds point upward: \((\pm1,0,1)/\sqrt2\) and \((0,\pm1,1)/\sqrt2\). The first pair gives

\[
\tfrac12(m_x+m_z)^2+\tfrac12(-m_x+m_z)^2=m_x^2+m_z^2 ,
\]

and the second gives \(m_y^2+m_z^2\). Since \(m_x^2+m_y^2+m_z^2=1\), the total is \(1+m_z^2\). Subtracting \(4\times\tfrac13\) leaves \(m_z^2-\tfrac13\), so

\[
E_s=-\frac l2\left(\cos^2\theta-\tfrac13\right)=\frac l2\sin^2\theta-\frac l3,
\qquad K_s=\frac l2\ \text{per atom}.
\]

A square of area \(a^2\) on this face holds two atoms, one from its corners and one at its center. The area per atom is \(a^2/2\), and

\[
K_s=\frac{l/2}{a^2/2}=\frac{l}{a^2}\ \text{per area}.
\]

For \(l>0\) a bond costs energy when \(\mathbf m\) lies along it. The cut removes bonds that lean toward the normal and leaves the four in-plane bonds, so the normal becomes the cheaper direction. For \(l<0\) the preference reverses.

### (c) The bcc (001) face

The missing bonds are \((\pm1,\pm1,1)/\sqrt3\), with all four sign choices. In

\[
\sum\cos^2\psi=\frac13\sum_{\pm,\pm}(\pm m_x\pm m_y+m_z)^2
\]

each cross term appears twice with each sign and cancels. Each square appears four times, so the sum is \(\tfrac43\). Subtracting \(4\times\tfrac13\) gives zero for every \(\mathbf m\):

\[
K_s=0 .
\]

Four bonds are missing here, as on the fcc face. It is their directions that differ, not their number.

The quadratic form is not essential. Replace \(w\) by any function \(f(\cos\psi)\) with \(f(-s)=f(s)\). No bcc nearest-neighbor bond lies in the (001) plane, so the cut removes one member of each pair \(\pm\mathbf u\). The two members have equal energy, and the missing sum is half the full-shell sum:

\[
E_s=-\frac12\cdot\frac12\sum_{\text{shell}}f(\mathbf m\cdot\mathbf u).
\]

This has full cubic symmetry. A second-order anisotropy is a traceless quadratic form in \(\mathbf m\), and the argument of part (a) shows that cubic symmetry makes it zero. A cubic anisotropy of fourth or higher order may remain, but it gives \([001]\) and \([100]\) the same energy. Such a term still varies as \(\sin^2\theta\) close to the normal, so for a general \(f\) the zero refers to the second-order (\(P_2\)) part and to the \([001]\)–\([100]\) difference, not to a flat energy.

A numerical case is \(f=\exp(1.3\cos^2\psi)\) on five-layer slabs. The coefficient of the Legendre polynomial \(P_2(\cos\theta)\) in the energy per in-plane cell, averaged over azimuth, is \(-1.59\) for fcc. For bcc its magnitude is \(10^{-13}\), which is rounding error.

### (d) Another face and another shell

**bcc (110).** The planes are \(a/\sqrt2\) apart, and the bonds that leave the surface rise by just one spacing. Each surface atom misses \((1,1,1)/\sqrt3\) and \((1,1,-1)/\sqrt3\), so

\[
\sum\cos^2\psi=\tfrac13\left[(m_x+m_y+m_z)^2+(m_x+m_y-m_z)^2\right]
=\tfrac23\left[(m_x+m_y)^2+m_z^2\right].
\]

This equals \(\tfrac43\) for \(\mathbf m\parallel[110]\), \(\tfrac23\) for \([001]\) and \(0\) for \([1\bar10]\). Subtracting \(2\times\tfrac13\) and multiplying by \(-l/2\) gives

\[
E_{[110]}=-\frac l3,\qquad E_{[001]}=0,\qquad E_{[1\bar10]}=+\frac l3 .
\]

All three differ. The zero in part (c) therefore belongs to the (001) face, not to the bcc lattice.

**Second neighbors on (001).** In both lattices these lie at distance \(a\) along the cube axes. The upward bond \((0,0,a)\) spans two layer spacings, so atoms in each of the top two layers miss one bond. Per surface atom,

\[
E_s^{(2)}=-\frac12\cdot2\,l_2\left(m_z^2-\tfrac13\right)
=l_2\sin^2\theta+\text{const},
\]

and \(K_s\) gains \(l_2\) per surface atom. For bcc (001) this contribution is nonzero even without relaxation.

### (e) A relaxed top layer

Let \(p=(1+\varepsilon)^2\). The move changes the four bonds from each top atom to the second layer. These bonds exist, so each enters with its full energy, not half.

**bcc.** The bond vectors are \((a/2)(\pm1,\pm1,-(1+\varepsilon))\), with squared length \((a^2/4)(2+p)\). Cross terms cancel as before:

\[
\sum\cos^2\psi=\frac{4(m_x^2+m_y^2+p\,m_z^2)}{2+p}
=\frac{4+4(p-1)m_z^2}{2+p}.
\]

The coefficient of \(m_z^2\) was zero before the move. Since \(m_z^2=1-\sin^2\theta\), \(K_s\) is minus the new coefficient:

\[
K_s=-\,l(r)\,\frac{4(p-1)}{2+p}\approx-\frac83\,l\,\varepsilon ,
\]

using \(p-1\approx2\varepsilon\) and \(2+p\approx3\). The exponent \(n\) is absent at this order, because the change in \(l(r)\) multiplies a factor already proportional to \(\varepsilon\). For \(l>0\), contraction favors the normal.

**fcc.** The vectors are \((a/2)(\pm1,0,-(1+\varepsilon))\) and \((a/2)(0,\pm1,-(1+\varepsilon))\), with squared length \((a^2/4)(1+p)\). Then

\[
\sum\cos^2\psi=\frac{2m_x^2+2m_y^2+4p\,m_z^2}{1+p}
=\frac{2+(4p-2)m_z^2}{1+p}.
\]

The coefficient \(C=(4p-2)/(1+p)\) is 1 at \(p=1\). Its derivative is \(6/(1+p)^2=\tfrac32\) there, so \(C\approx1+\tfrac32(2\varepsilon)=1+3\varepsilon\). The bond length scales as \([(1+p)/2]^{1/2}\approx1+\varepsilon/2\), hence \(l(r)\approx l(1-n\varepsilon/2)\). The product changes by \(l(3-n/2)\varepsilon\), and

\[
K_s\approx l\left[\frac12-\left(3-\frac n2\right)\varepsilon\right].
\]

Bond rotation and the change of \(l(r)\) oppose each other. The first-order effect changes sign at \(n=6\).

### (f) A random top layer

The flat crystal below starts with its own \(K_s\), and the added layer brings new bonds.

**fcc.** Each added atom forms four downward bonds, which together contribute \(1+m_z^2\), as in part (b). Per site this puts \(+lc\) on \(m_z^2\). A full layer has two in-plane bonds per site, along \((1,\pm1,0)/\sqrt2\), with

\[
\tfrac12(m_x+m_y)^2+\tfrac12(m_x-m_y)^2=m_x^2+m_y^2=1-m_z^2 .
\]

Both ends of such a bond are occupied with probability \(c^2\), which puts \(-lc^2\) on \(m_z^2\). Reversing the sign to obtain \(K_s\),

\[
K_s=l\left[\frac12-c+c^2\right]=l\left[\frac12-c(1-c)\right].
\]

The flat value returns at \(c=0\) and \(c=1\), and half filling halves it. A random sample at \(c=\tfrac12\) gave \(0.249\,l\).

**bcc.** The added layer has no in-plane nearest-neighbor bonds, and the four downward bonds of each added atom are isotropic together. Hence \(K_s=0\) for every \(c\).

### (g) Thin films

**Surface term.** With \(l=0.20\) meV \(=3.20\times10^{-23}\) J, the fcc value is

\[
K_s=\frac{3.20\times10^{-23}\ \text{J}}{(0.355\times10^{-9}\ \text{m})^2}
=0.254\ \text{mJ/m}^2\quad(1.59\ \text{meV/nm}^2).
\]

Two surfaces give 0.509 mJ/m². The bcc film gets zero.

**Magnetostatic term.** In the continuum, normal magnetization costs \(\mu_0M^2/2\) per volume more than in-plane magnetization. For one fcc layer of thickness \(a/2\) this is 0.219 mJ/m². A film of a few layers calls for the lattice sum. Two parallel moments \(\mu\) have the energy \(\mu_0\mu^2[1-3(\mathbf m\cdot\mathbf u)^2]/(4\pi r^3)\). The normal-minus-in-plane difference contains \(3(u_x^2-u_z^2)\), and fourfold symmetry replaces \(u_x^2\) by \((1-u_z^2)/2\) in the sum. Per area,

\[
D=\frac{\mu_0\mu^2}{4\pi A}\,\frac12\sum_{i}\sum_{j\ne i}\frac{3}{2}\,\frac{1-3u_z^2}{r_{ij}^3},
\]

where \(i\) runs over one atom per layer, \(j\) over all other atoms, \(A\) is the area per surface atom and \(\mu=MAa/2\). The film energy is \((2K_s-D)\sin^2\theta\) plus a constant. For fcc, in mJ/m²:

| Layers | \(D\) | \(2K_s-D\) |
|---|---|---|
| 1 | 0.167 | +0.342 |
| 2 | 0.386 | +0.122 |
| 3 | 0.605 | −0.096 |
| 4 | 0.823 | −0.315 |

Within the model, fcc films of one and two layers prefer the normal, and those of three and four layers lie in plane. From two layers on, \(D\) is 0.051 mJ/m² below the continuum value, so the discrete lattice slightly helps the normal. The two-layer bcc film has \(2K_s-D=-0.411\) mJ/m² and, with nearest neighbors alone, lies in plane.

**Neglected effects.** Each is sized separately, with \(D\) held fixed.

- In films of three or more layers, a 2% contraction of each outermost spacing changes the fcc \(K_s\) to 0.285 mJ/m² for \(n=0\) and to 0.235 mJ/m² for \(n=10\). The bcc value rises from zero to about 0.02 mJ/m². A two-layer film has a single spacing shared by both surfaces, so the change per surface is half as large. A one-layer film has no spacing to relax.
- Second neighbors with an assumed \(l_2=0.1\,l\) add 0.051 mJ/m² per fcc surface and 0.039 mJ/m² per bcc surface. Two fcc surfaces gain 0.102 mJ/m², enough to cancel the three-layer deficit of 0.096 mJ/m². A one-layer film gains only half as much, because each of its atoms misses just two such bonds. For bcc the ratio 0.1 may be much too small, since second neighbors are only 15% farther away than first neighbors. The law \(l\propto r^{-n}\) gives \(l_2/l=(\sqrt3/2)^n\), which is 0.24 for \(n=10\) and 0.56 for \(n=4\). The two-layer bcc film turns to the normal once \(l_2\) exceeds \(0.411/(2\times0.389)\,l=0.53\,l\), so its in-plane result is not firm either.
- A half-filled layer added to one fcc surface lowers the surface term by about 0.127 mJ/m², comparable with the whole two-layer margin. The added moments also raise \(D\), which this estimate leaves out, so the true loss is larger.
- Suppose \(l\) is a zero-temperature value while \(M\), and so \(D\), already refers to 300 K. Then only the surface term needs a thermal factor. The crude law \(m=1-(T/T_C)^{3/2}\) with a rough \(T_C=1400\) K gives \(m=0.90\) at 300 K. Trial factors \(m^2=0.81\) and \(m^3=0.73\) reduce \(2K_s\) to 0.412 and 0.372 mJ/m². The two-layer value of \(D\), 0.386 mJ/m², lies between them. This \(T_C\) is a bulk value, and films of one or two layers order at much lower temperatures. Scaling it by the four of twelve neighbors that a single layer keeps gives about 470 K. The same crude law then gives \(m=0.49\) and \(2K_sm^2=0.12\) mJ/m², below the one-layer \(D\) of 0.167 mJ/m².

With \(D\) held fixed and only one surface roughened, the one-layer preference survives second neighbors and roughness taken singly. The thermal estimate leaves it standing only when the bulk \(T_C\) is used, so at 300 K it is not established. The boundary between two and three layers is not firm.

**Real films.** The lattice constants and magnetizations are rough values for fcc cobalt and bcc iron, but \(l\) is a round choice. Its sign and size together decide whether the thinnest fcc films prefer the normal. Thin fcc cobalt films on copper (001) are magnetized in plane, so the two-layer result is not a prediction for them. Iron-based bcc (001) layers against MgO, used in magnetic memory, show a perpendicular interface anisotropy of rough size 1 mJ/m², where the unrelaxed nearest-neighbor count gives zero. The count treats an interface as a mere removal of bonds, whereas iron–oxygen bonding also changes the electronic states there. Relaxation and second neighbors can lift the zero as well, as parts (d) and (e) show. The zero in part (c) is thus a statement about bond geometry, not a reason to reject bcc (001) interfaces for perpendicular memory layers.

The numerical output below lists the values used here.

## Computed results

```
missing bonds per surface atom, fcc: 4
missing bonds per surface atom, bcc: 4
missing-bond tensor xx yy zz, fcc: 1.0000 1.0000 2.0000
missing-bond tensor xx yy zz, bcc: 1.3333 1.3333 1.3333
K per atom, fcc (001): 0.5000 l
K per atom, bcc (001): 0.0000 l
general even pair, P2 part, fcc slab: -1.5853
general even pair, |P2 part|, bcc slab: 1.1e-13
bcc (110), E[001]-E[110]: 0.3333 l per atom
bcc (110), E[1-10]-E[110]: 0.6667 l per atom
pair coefficient l: 0.20 meV
fcc lattice constant: 0.355 nm
fcc magnetization: 1.40 MA/m
fcc area per surface atom: 0.06301 nm2
fcc l per surface-atom area: 0.5085 mJ/m2
fcc continuum shape, one layer: 0.2186 mJ/m2
bcc lattice constant: 0.287 nm
bcc magnetization: 1.70 MA/m
bcc area per surface atom: 0.08237 nm2
bcc l per surface-atom area: 0.3890 mJ/m2
bcc continuum shape, one layer: 0.2606 mJ/m2
K_s fcc (001): 0.2543 mJ/m2
K_s fcc (001): 1.587 meV/nm2
K_s bcc (001): 0.0000 mJ/m2
two fcc surfaces, 2 K_s: 0.5085 mJ/m2
fcc 1 layers: shape 0.1667, net +0.3419 mJ/m2
fcc 2 layers: shape 0.3861, net +0.1224 mJ/m2
fcc 3 layers: shape 0.6047, net -0.0961 mJ/m2
fcc 4 layers: shape 0.8233, net -0.3147 mJ/m2
bcc 2 layers: shape 0.4109, net -0.4109 mJ/m2
assumed change of top spacing: -2.0 %
relaxed fcc, l ~ r^-0: K 0.5606 l, 0.2851 mJ/m2
relaxed fcc, l ~ r^-10: K 0.4618 l, 0.2348 mJ/m2
relaxed bcc, l ~ r^-0: K 0.0535 l, 0.0208 mJ/m2
relaxed bcc, l ~ r^-10: K 0.0572 l, 0.0222 mJ/m2
assumed l2/l: 0.10
second-neighbor part of K_s, fcc: 0.0509 mJ/m2
second-neighbor part of K_s, bcc: 0.0389 mJ/m2
half-filled random top layer, fcc: K 0.249 l, 0.127 mJ/m2
temperature 300 K, rough Curie point 1400 K
crude reduced magnetization m: 0.901
thermal factors m^2, m^3: 0.811, 0.731
```
